# Choosing Branches per Decade for Power-Law Dielectric Relaxation

## A ladder of equal capacitors

Connect many series-RC branches in parallel. Give every branch the same capacitance $C_b$, and let each resistance be $r>1$ times the previous one. The time constants are then $\tau_k=\tau_0r^k$, with $k$ running over all integers. After a voltage step $V_0$ the current is

$$i(t)=V_0\sum_k\frac{C_b}{\tau_k}e^{-t/\tau_k}.$$

Replace $t$ by $rt$. Since $rt/\tau_k=t/\tau_{k-1}$ and $1/\tau_k=1/(r\tau_{k-1})$, relabelling the sum gives $i(rt)=i(t)/r$. The product $t\,i(t)$ therefore repeats each time $t$ grows by the factor $r$. It is periodic in $\ln t$, with period $h=\ln r$.

To find its average over one period, put $x=t/\tau_k$. The integrals of successive branches over one period join into a single integral over all $x$:

$$\frac1h\int_{\rm period}t\,i\,d\ln t=\frac{V_0C_b}{h}\int_0^\infty xe^{-x}\frac{dx}{x}=\frac{V_0C_b}{h}.$$

The ladder thus imitates a $1/t$ current, with a ripple that neither grows nor decays with time. The setting examined here, the number of branches per decade $N=\ln10/h$, controls the size of that ripple.

## What the setting approximates

Many dielectrics are modelled by the Curie–von Schweidler law

$$i(t)=AV_0t^{-n},\qquad 0<n<1 .$$

The film is assumed linear, with properties that do not change in time, and initially relaxed at zero voltage. The power law is a continuous mixture of exponentials. From the definition of the Gamma function,

$$\Gamma(n)t^{-n}=\int_0^\infty s^{n-1}e^{-st}\,ds .$$

With $s=1/\tau$ and $u=\ln\tau$, we have $ds/s=-du$. Reversing the limits absorbs the minus sign:

$$t^{-n}=\frac1{\Gamma(n)}\int_{-\infty}^{\infty}\tau^{-n}e^{-t/\tau}\,du .$$

A sum with equal steps $h$ in $u$ replaces the integral by discrete branches. A branch current is $(V_0/R_k)e^{-t/\tau_k}$, so matching terms gives

$$\frac1{R_k}=\frac{Ah}{\Gamma(n)}\tau_k^{-n},\qquad C_k=\frac{\tau_k}{R_k}=\frac{Ah}{\Gamma(n)}\tau_k^{1-n}.$$

For $n=1$ the capacitances are equal, as in the opening case.

## The ripple

Let $y=\ln(t/\tau_0)$ and divide the ladder current by the desired current:

$$F(y)=\frac{h}{\Gamma(n)}\sum_k\phi(y-kh),\qquad \phi(z)=e^{nz}e^{-e^z}.$$

This function has period $h$, so it has a Fourier series with frequencies $m\omega$, where

$$\omega=\frac{2\pi}{h}=\frac{2\pi N}{\ln10}.$$

Its coefficients are

$$c_m=\frac1h\int_0^hF(y)e^{-im\omega y}\,dy
=\frac1{\Gamma(n)}\int_{-\infty}^{\infty}\phi(z)e^{-im\omega z}\,dz .$$

The second form follows because $e^{-im\omega kh}=1$, so the shifted intervals join into the whole line. Setting $x=e^z$ gives

$$c_m=\frac1{\Gamma(n)}\int_0^\infty x^{n-im\omega-1}e^{-x}\,dx
=\frac{\Gamma(n-im\omega)}{\Gamma(n)}.$$

Here $c_0=1$: the average is correct. The terms $m$ and $-m$ are complex conjugates. Adding them gives, for the infinite ladder,

$$\frac{i(t)}{AV_0t^{-n}}=1+\sum_{m=1}^{\infty}\rho_m\cos(m\omega y-\varphi_m),$$

$$\rho_m=\frac{2|\Gamma(n+im\omega)|}{\Gamma(n)},\qquad
\varphi_m=\arg\Gamma(n+im\omega).$$

Changing $\tau_0$ moves the ripple along the time axis without changing its size. Moving it by half a spacing reverses the first harmonic. This gives a diagnostic: if a feature in the simulated current reverses under that shift, the spacing is its likely source.

### Close spacing

For large $\omega$, use Stirling's formula with $z=n+i\omega$:

$$\ln\Gamma(z)\simeq(z-\tfrac12)\ln z-z+\tfrac12\ln2\pi,\qquad
\ln z\simeq\ln\omega+\frac{i\pi}{2}-\frac{in}{\omega}.$$

In the real part, the product of $i\omega$ with $i\pi/2$ gives $-\pi\omega/2$. The product of $i\omega$ with $-in/\omega$ gives $+n$, which cancels the $-n$ from $-z$. Hence

$$\rho_1\simeq\frac{2\sqrt{2\pi}}{\Gamma(n)}\omega^{n-1/2}e^{-\pi\omega/2}
=\frac{2\sqrt{2\pi}}{\Gamma(n)}\omega^{n-1/2}e^{-\pi^2/h}.$$

Since $1/h=N/\ln10$, going from $N$ to $N+1$ reduces the ripple by

$$\frac{\rho_1(N)}{\rho_1(N+1)}\simeq e^{\pi^2/\ln10}\left(\frac{N}{N+1}\right)^{n-1/2}.$$

The exponential factor is 72.7. For $n=0.9$ and a change from two to three branches per decade, the power factor is $(2/3)^{0.4}=0.85$, so the predicted reduction is 61.8. The simulated reduction is also 61.8.

### Wide spacing

In the opposite limit $\omega\to0$, and $\rho_m\to2$ for every fixed $m$. The low harmonics then have equal strength, as in a row of separate pulses. The individual branches are visible, and the ladder no longer resembles a power law.

## Simulating and measuring the transient

Let $v_k$ be the voltage on a branch capacitor and $w_k=V-v_k$ the voltage across its resistor. The branch current is $w_k/R_k=C_k\,dv_k/dt$, so

$$\frac{dw_k}{dt}=s-\frac{w_k}{\tau_k},\qquad s=\frac{dV}{dt}.$$

For constant slope $s$, the difference $w_k-s\tau_k$ decays exponentially. Over a time step $\Delta$,

$$w_k(t+\Delta)=w_k(t)e^{-\Delta/\tau_k}+s\tau_k\left(1-e^{-\Delta/\tau_k}\right).$$

This update is exact for a piecewise-linear voltage, apart from rounding. Long steps therefore do not add an integration error to the ripple being measured.

The test voltage rises linearly to 0.5 V in $t_r=1$ ns and is then held. The desired current is the power-law response added over the small steps that make up the ramp:

$$i_{\rm ideal}=\frac{AV_0}{t_r}\int_0^{t_r}(t-s')^{-n}ds'
=\frac{AV_0}{(1-n)t_r}\left[t^{1-n}-(t-t_r)^{1-n}\right].$$

Let $g(t)$ be the simulated relaxation current divided by this result. The ripple amplitude is twice the magnitude of the average of $g\,e^{-i\omega\ln t}$, taken uniformly in $\ln t$ over whole periods. With $n=0.9$ and a window from 100 ns to 0.1 s, the results are:

| $N$ | Simulated ripple (%) | Exponent error |
|---:|---:|---:|
| 1 | 9.63 | 0.26 |
| 1.5 | 1.33 | 0.054 |
| 2 | 0.175 | 0.0095 |
| 3 | 0.0028 | 0.0002 |

The ripple is an amplitude relative to the desired current. It agrees with the Gamma-function formula to the digits shown.

The last column matters when an exponent is read from a log–log slope. Keeping the first harmonic and writing $\theta=\omega y-\varphi_1$,

$$\frac{d\ln i}{d\ln t}=-n-\frac{\omega\rho_1\sin\theta}{1+\rho_1\cos\theta}.$$

To first order in $\rho_1$, the apparent exponent oscillates by $\pm\omega\rho_1$, which is the quantity tabulated. At two branches per decade, the largest slope error found in the simulated current is 0.0096, close to this estimate. One branch per decade may look acceptable on a plot covering many decades, yet it shifts the local exponent by up to 0.27 when the full branch sum is used.

## Choosing the spacing

Choose the permitted relative ripple and solve $\rho_1(N)$ for $N$. For $n=0.9$, a ripple of 1% requires 1.57 branches per decade, a ratio of 4.33 between neighbouring time constants. A simulation at that spacing gives a half peak-to-peak ripple of 1.00%.

Under the same conditions, two branches per decade suit a current tolerance of a few tenths of a percent, provided the ladder ends are treated properly. Three are useful when small slope changes must be resolved. These figures are for a voltage step that is held. After a short pulse back to zero, the currents from the two edges nearly cancel and the relative ripple of what remains is larger: about 1.1% for $n=0.9$ at two branches per decade. A different $n$ requires a new evaluation of $\rho_1$.

## Choosing the ends

A finite ladder has errors that closer spacing does not remove. Let $\tau_s$ be the first omitted slow time constant. Relative to the desired current, the missing current is

$$\epsilon_s=\frac{h}{\Gamma(n)}\sum_{j=0}^{\infty}\left(\frac{t}{\tau_sr^j}\right)^ne^{-t/(\tau_sr^j)}
\le\frac{h(t/\tau_s)^n}{\Gamma(n)(1-r^{-n})}.$$

The bound replaces each exponential by one and sums the geometric series. As $h\to0$, $h/(1-r^{-n})\to1/n$, so the bound stays finite however fine the spacing.

For $t\ll\tau_s$ the omitted branches behave almost as resistors. Their conductances add to

$$\frac1{R_s}=\frac{Ah\tau_s^{-n}}{\Gamma(n)(1-r^{-n})}.$$

Including this one resistor leaves an excess current, because the real branches would have decayed slightly. Since $1-e^{-x}\le x$, the relative excess is at most

$$\frac{h(t/\tau_s)^{n+1}}{\Gamma(n)(1-r^{-n-1})}.$$

At the fast end, let $\tau_f$ be the first omitted time constant. Branches much faster than the voltage changes act as capacitors, whose sum is

$$C_f=\frac{Ah\tau_f^{1-n}}{\Gamma(n)(1-r^{-(1-n)})}.$$

This sum converges because $n<1$. Add $C_f$ if the power law is meant to continue to arbitrarily short times. If that fast response is already contained in the measured cell capacitance, adding it would count it twice.

The capacitor omits the decaying current that these fast branches would still carry after a step. With $x=t/\tau_f$, the ratio of successive terms in that current is at most $q=r^ne^{-x(r-1)}$. If $q<1$, the relative error is therefore at most

$$\frac{h x^ne^{-x}}{\Gamma(n)(1-q)}.$$

The two ends behave differently: the fast-end error falls exponentially with $t/\tau_f$, whereas the slow-end error falls as a power of $\tau_s/t$.

## A DRAM cell

Take a 10 fF capacitor at 0.5 V with $n=0.9$. The relaxation charge per e-fold of time at $1\ \mu$s is set to 0.2% of the stored charge, which gives $A=7.962\times10^{-17}\ {\rm F\,s^{-0.1}}$.

With two branches per decade, $h=1.151$ and $\Gamma(0.9)=1.069$. For the branch at $1\ \mu$s, $\tau^{-n}=10^{5.4}\ {\rm s^{-0.9}}$, so

$$\frac1R=\frac{(7.962\times10^{-17})(1.151)}{1.069}\,10^{5.4}\ {\rm S}
=2.15\times10^{-11}\ {\rm S}.$$

Thus $R=46.4$ GΩ and $C=\tau/R=21.5$ aF.

A compact ladder from 1 ns to 1 s needs 19 branches. Its first omitted slow time constant is $\sqrt{10}$ s. At 0.1 s the missing slow current is 7.3%, about forty times the spacing ripple. The resistor reduces this error to 0.17%. At the other end, the leftover fast current is 0.06% at 3 ns after an ideal step. If the voltage instead rises over the first 1 ns, it is 0.37% at the same time.

### Voltage lost during a hold

Write the initially relaxed cell for $t_w=10$ ns, then isolate it for 64 ms. At constant voltage the film absorbs, per volt,

$$Q(t)=\int_0^tAt'^{-n}dt'=\frac{At^{1-n}}{1-n}.$$

Let $\delta(t)$ be the voltage lost after isolation. The film sees the original step minus the small steps $d\delta$. Charge conservation on the isolated node reads

$$C(V_0-\delta)+V_0Q(t_w+t)-\int_0^tQ(t-s')\,d\delta(s')=CV_0+V_0Q(t_w).$$

Rearranging,

$$C\delta(t)+\int_0^tQ(t-s')\,d\delta(s')=V_0[Q(t_w+t)-Q(t_w)].$$

Neglecting the integral gives a first estimate:

$$\delta\simeq500\ {\rm mV}\times\frac{7.962\times10^{-3}}{0.1}(0.7597-0.1585)=23.9\ {\rm mV}.$$

The bracket contains the final and initial times, in seconds, raised to the power 0.1. Solving the full equation numerically, without RC branches, gives 22.6 mV. The falling node voltage reduces further absorption. The compact ladder gives the same 22.6 mV.

Over a long hold, charge is less sensitive to ripple than current is. Integrating the first harmonic between $t_1$ and $t_2$ gives a charge ripple of amplitude

$$AV_0\rho_1\frac{|t_2^{\,p}-t_1^{\,p}|}{|p|},\qquad p=1-n+i\omega.$$

Over a whole number of ripple periods, $t_2^{i\omega}=t_1^{i\omega}$. Dividing by the mean charge $AV_0(t_2^{1-n}-t_1^{1-n})/(1-n)$ then gives a relative charge ripple of $\rho_1(1-n)/|p|$. At one branch per decade this is 27 times smaller than the current ripple for $n=0.9$, but only four times smaller for $n=0.3$. Over a window much shorter than one period there is no such averaging, and the charge can have the same relative ripple as the current. At one branch per decade the charge-ripple amplitude given above for times $t_1$ and $t_2$, divided by $C$, predicts a variation of $\pm0.10$ mV as the ladder is shifted. The floating-cell simulation gives $\pm0.09$ mV, or 0.4% of the loss, although the current ripple is 9.6%. The formula assumes constant voltage, so close rather than perfect agreement is expected.

One branch per decade can therefore suffice for this retention calculation while being unsuitable for extracting the current's exponent.

## Comparison with a real cell

The example has the rough scale of a zirconia-based DRAM capacitor: a 5 nm film with relative permittivity 40 and a field of 1 MV/cm. The relaxation strength and exponent are round assumptions, not measurements of a particular film. Real cells also carry currents other than relaxation, including leakage through the access transistor, which is not estimated here. A leakage density of $10^{-7}$ A/cm² gives 0.14 fA and would remove a further 0.9 mV during the hold. At constant voltage the relaxation current is 0.47 fA at 64 ms, and leakage would overtake it at about 0.24 s. In the isolated cell the falling voltage, with a constant leakage current included, lowers the relaxation current to 0.42 fA at 64 ms and brings the crossing forward to about 0.20 s. With an effective mass of 0.3 electron masses assumed in the film and the free-electron mass in the electrodes, a simple zero-temperature tunnelling estimate gives 0.02 fA for a 2 eV barrier but 4 fA for 1.5 eV. At 2 eV, lowering the film mass to 0.2 raises the estimate to 23 fA. This estimate lets transmission depend only on the energy of motion normal to the film; it also uses the WKB exponent alone, with a prefactor of one. Conserving the momentum parallel to the film lowers the WKB values by a factor of three to five, but the exact transmission through the same barrier, for an electrode Fermi energy of 5 to 8 eV, raises them again by a factor of 3.5 to 4. The two corrections nearly cancel, giving about 0.02, 4.5 and 17 fA, and heating to 358 K adds a further 13 to 27%. Both the barrier and the mass must therefore be known before tunnelling can be dismissed. If the time constants follow a 0.3 eV activation energy and the branch capacitances stay fixed, heating from 300 K to 358 K raises the relaxation current at constant voltage by 21%. These changes exceed the 0.17% ripple of the two-per-decade ladder. Ferroelectric or field-induced switching is nonlinear and lies outside the model.

The cell's history also matters. If it was fully relaxed at $-0.5$ V before being written to $+0.5$ V, the step is 1 V. By linearity the loss doubles to about 45 mV. In a compact ladder, the slow-end resistor must then be connected to a $-0.5$ V reference instead of ground. Grounding it would make the relaxation current at 0.1 s about 3.6% too low.

Finally, inspect any conductance that the simulator adds for numerical stability. A shunt of $10^{-12}$ S across the cell carries 500 fA at 0.5 V, about a thousand times the relaxation current at 64 ms. It would discharge the 10 fF cell with a time constant of 10 ms. No choice of branch spacing can correct that error. The numerical output below lists the remaining component values and estimates.

## Computed values

```
exponent n = 0.9, cell 10 fF, step 0.5 V
relaxation fraction per e-fold at 1 us = 0.2 %
prefactor A = 7.9621e-17 F s^(n-1)
ripple: N/decade, measured %, formula %, half peak-to-peak %
  1.0  9.63393  9.63384  9.63405
  1.5  1.32946  1.32946  1.32946
  2.0  0.17494  0.17497  0.17492
  3.0  0.00283  0.00283  0.00283
exponent error, N=2: simulated 0.00957, formula 0.00955
asymptotic ripple, N=2: 0.17500 %
asymptotic ripple, N=3: 0.00283 %
exponential gain per extra branch/decade = 72.70
measured ripple ratio N=2 to N=3 = 61.79
N for 1 % ripple = 1.571/decade, spacing ratio 4.332
simulated half peak-to-peak there = 1.0000 %
compact ladder N=2: 19 branches; tau s, R Gohm, C aF
  1.000e-09  9.2600e-02  10.799
  1.000e-06  4.6410e+01  21.547
  1.000e-03  2.3260e+04  42.992
  1.000e+00  1.1658e+07  85.781
slow-end resistor = 2.1198e+07 Gohm
fast-end capacitor = 88.50 aF
slow-end error at 0.1 s, no resistor = 7.290 % (bound 7.459)
same with resistor = 0.1689 % (bound 0.1714)
fast-end error at 3 ns = 0.0619 % (bound 0.0619)
loss in 64 ms, memory integral = 22.5903 mV
same, ladder N=3 = 22.5903 mV
same, compact ladder N=2 = 22.5906 mV
N=1 loss variation with ladder position = +-0.0919 mV
constant-voltage formula for it = 0.1012 mV
N=1 variation relative to loss = 0.407 %
film 5 nm, permittivity 40, area 0.1412 um2
relaxation current at 64 ms = 0.4725 fA
leakage at assumed 1e-7 A/cm2 = 0.1412 fA
leakage equals relaxation at 0.245 s
leakage voltage loss in 64 ms = 0.904 mV
tunnelling, 2.0 eV barrier, mass 0.3: 1.69e-02 fA
tunnelling, 1.5 eV barrier, mass 0.3: 3.93e+00 fA
field = 1.00 MV/cm; assumed breakdown 4 MV/cm, margin 4.0x
access time, assumed 10 kohm = 0.10 ns
capacitance change, assumed 5000 ppm/V2 = 0.125 %
300 to 358 K, assumed 0.3 eV: time constants x 0.1526
  relaxation current x 1.2069
simulator shunt, assumed 1e-12 S: 500 fA
```
